\section*{Why absorbed line-laser power grows as the square root of scan speed}

\section{Scaling fixes the power law}

A laser line, long in one direction and of width $w$ in the scan direction, moves at speed $v$ over a thick solid. The light is absorbed at the surface, and nothing melts. Let $P$ be the absorbed power per unit length of line, $q=P/w$ the absorbed flux, taken as uniform across the strip, and $\tau=w/v$ the dwell time. The solid starts at temperature $T_0$, and its hottest surface point must reach $T_0+\Delta$.

Suppose that heat flows only into the depth $z$ while the beam passes. With conductivity $k(T)$ and heat capacity per volume $C(T)$,
\begin{equation}
C\,\partial_t T=\partial_z\!\left(k\,\partial_z T\right),\qquad
-k\,\partial_z T\big|_{z=0}=q,\quad 0<t<\tau .
\label{eq:oned}
\end{equation}
Stretch time by a factor $\lambda$ and depth by $\sqrt\lambda$, leaving temperatures unchanged. Both sides of the heat equation are divided by $\lambda$, so it still holds. The surface flux contains one depth derivative and is divided by $\sqrt\lambda$. A pulse $\lambda$ times longer therefore reaches the same peak with a flux smaller by $\sqrt\lambda$. At fixed $T_0$ and $\Delta$ the product $q\sqrt\tau$ is a constant $B$, and
\begin{equation}
P=qw=\frac{Bw}{\sqrt{\tau}}=B\sqrt{vw}.
\label{eq:scaling}
\end{equation}
At fixed width, absorbed power grows as $\sqrt v$. The argument allows $k$ and $C$ to depend on temperature, because the stretching leaves temperature alone.

For constant $k$ and $C$, dimensions also show how the material enters. Write $\Delta\propto q^{\alpha}k^{\beta}C^{\gamma}\tau^{\epsilon}$. Energy requires $\alpha+\beta+\gamma=0$ and temperature requires $-\beta-\gamma=1$, so $\alpha=1$. Length requires $-2\alpha-\beta-3\gamma=0$, so $\beta=\gamma=-\tfrac12$. Time requires $-\alpha-\beta+\epsilon=0$, so $\epsilon=\tfrac12$. Hence $\Delta\propto q\sqrt{\tau/(kC)}$.

The assumption that heat flows only into the depth carries the weight. Conduction along the scan brings in one further dimensionless number,
\begin{equation}
\mathrm{Pe}=\frac{vw}{D},\qquad D=\frac kC ,
\end{equation}
and then $\Delta=q\sqrt{\tau/(kC)}\,F(\mathrm{Pe})$. The square-root law holds where $F$ has become constant.

\section{From the moving strip to a heated point}

Let the beam move towards positive $x$, with $x$ measured from its centre, and let $\theta=T-T_0$. In the beam frame the field is steady. A fixed point of the solid has $dx/dt=-v$, so its heating rate is $-v\,\partial_x\theta$. For constant properties,
\begin{equation}
-v\,\partial_x\theta=D\left(\partial_x^2\theta+\partial_z^2\theta\right).
\label{eq:moving}
\end{equation}
Over the strip width the left side is of size $v\theta/w$ and conduction along $x$ is of size $D\theta/w^2$. The second divided by the first is $1/\mathrm{Pe}$. Conduction into the depth cannot be dropped: the heated depth adjusts to about $\sqrt{Dw/v}$, which makes this term as large as the left side.

For $\mathrm{Pe}\gg1$, drop $\partial_x^2\theta$ and use the time since the leading edge arrived, $t=(w/2-x)/v$. Then $-v\,\partial_x=\partial_t$, and (\ref{eq:moving}) becomes $\partial_t\theta=D\,\partial_z^2\theta$, heated for the time $\tau$. The estimate fails near the beam edges, where the flux jumps. There the two terms balance over a distance of order $D/v$, a fraction $1/\mathrm{Pe}$ of the width.

\section{The leading contribution: heat flow into depth}

An energy $Q$ per area released at the surface at time zero gives
\begin{equation}
\theta(z,t)=\frac{Q}{C\sqrt{\pi Dt}}\,e^{-z^2/(4Dt)} .
\label{eq:pulse}
\end{equation}
This Gaussian solves the diffusion equation and has no flux through $z=0$. Its integral over $z>0$, times $C$, is $Q$. Since $C\sqrt D=\sqrt{kC}$, adding pulses $q\,dt'$ gives at the surface
\begin{equation}
\theta(0,t)=\frac{1}{\sqrt{\pi kC}}\int_0^t\frac{q(t')\,dt'}{\sqrt{t-t'}}
=2q\sqrt{\frac{t}{\pi kC}}\qquad(t\le\tau).
\end{equation}
After the beam has left, the rise is proportional to $\sqrt t-\sqrt{t-\tau}$, which falls. The peak is thus at $t=\tau$. Setting it equal to $\Delta$ gives $q=\tfrac12\Delta\sqrt{\pi kC/\tau}$, and with $\tau=w/v$
\begin{equation}
P=\frac{\Delta}{2}\sqrt{\pi kC\,vw}.
\label{eq:law}
\end{equation}

The cause appears in the energy balance. Define $L$ as the depth which, if uniformly heated by $\Delta$, would hold the absorbed energy:
\begin{equation}
L=\frac{q\tau}{C\Delta}=\frac12\sqrt{\pi D\tau},\qquad P=\frac{q\tau\,w}{\tau}=C\Delta\,L\,v .
\label{eq:depth}
\end{equation}
Per unit line length, the beam sweeps new area at the rate $v$. The depth that must be heated falls as $v^{-1/2}$, because heat has less time to sink in. The product grows as $v^{1/2}$. The absorbed energy per area, $P/v$, falls as $v^{-1/2}$.

A thermally insulated film of thickness $h\ll\sqrt{D\tau}$ isolates this cause. Its heated depth is fixed at $h$, so $P=C\Delta hv$, linear in speed. This holds at any Pe: the film behind the beam carries away all the absorbed energy, and its temperature there is the peak.

\subsection*{Numbers for silicon}

Take rough values for hot silicon, $k=25$~W/(m\,K) and $C=2.2$~J/(cm$^3$\,K), so $D=0.114$~cm$^2$/s. The line is $w=100$~$\mu$m wide and moves at 2~m/s. The surface goes from 400 to 1300~$^\circ$C, so $\Delta=900$~K. Then $\tau=50$~$\mu$s, $\sqrt{D\tau}=23.8$~$\mu$m, $L=21$~$\mu$m and $\mathrm{Pe}=17.6$. In SI units, (\ref{eq:law}) gives
\begin{equation}
P=450\sqrt{\pi(25)(2.2\times10^6)(2)(10^{-4})}
=8.37\times10^4\ \mathrm{W/m},
\end{equation}
or 83.7~W/mm. The flux is 837~W/mm$^2$.

\section{Conduction along the scan}

\subsection*{The full two-dimensional answer}

For constant properties the dropped term can be restored. An energy $Q'$ per length released along a surface line gives $\theta=Q'e^{-r^2/(4Dt)}/(2\pi kt)$, twice the result for a full space. Consider the part of the beam at $x'$, of power $q\,dx'$ per length, and let $u=x-x'$. A time $s$ ago it was at $x'-vs$, a distance $|u+vs|$ from the point $x$. Expanding the square, its contribution is
\begin{equation}
d\theta=\frac{q\,dx'}{2\pi k}\,e^{-uv/(2D)}\int_0^\infty\frac{ds}{s}
\exp\!\left(-\frac{u^2}{4Ds}-\frac{v^2s}{4D}\right).
\end{equation}
Put $s=(|u|/v)e^{y}$. The exponent becomes $-\sigma\cosh y$ with $\sigma=v|u|/(2D)$, and $ds/s=dy$. Since $K_0(\sigma)=\int_0^\infty e^{-\sigma\cosh y}dy$, the integral is $2K_0(\sigma)$.

Let $a$ and $b$ be the distances from the observed point to the leading and trailing edges, in units of $2D/v$. Then $a+b=S=\mathrm{Pe}/2$. Parts of the beam ahead of the point have $u<0$ and carry the factor $e^{+\sigma}$: they have already passed over it. Parts behind carry $e^{-\sigma}$. Thus
\begin{equation}
\theta=\frac{2Dq}{\pi kv}\,G,\quad
G=\int_0^a e^{\sigma}K_0\,d\sigma+\int_0^b e^{-\sigma}K_0\,d\sigma .
\label{eq:G}
\end{equation}
From $K_0'=-K_1$ and $K_1'=-K_0-K_1/\sigma$ it follows that
\begin{equation}
\frac{d}{d\sigma}\left[\sigma e^{\pm\sigma}(K_0\pm K_1)\right]=e^{\pm\sigma}K_0 .
\end{equation}
As $\sigma\to0$, $\sigma K_1\to1$ and $\sigma K_0\to0$. The lower limits contribute $-1$ and $+1$, which cancel:
\begin{equation}
G=ae^a[K_0(a)+K_1(a)]+be^{-b}[K_0(b)-K_1(b)].
\end{equation}
Moving the point at fixed $S$ changes $a$ and $b$ oppositely, so by (\ref{eq:G}) the peak obeys $e^aK_0(a)=e^{-b}K_0(b)$. With $G$ taken there, $P=qw$ gives
\begin{equation}
P=\pi k\Delta\,\frac{S}{G}.
\label{eq:full}
\end{equation}

\subsection*{Large Peclet number}

For large argument, $K_0\approx\sqrt{\pi/2\sigma}\,e^{-\sigma}(1-1/8\sigma)$ and $K_1\approx\sqrt{\pi/2\sigma}\,e^{-\sigma}(1+3/8\sigma)$. The first part of $G$ becomes $\sqrt{2\pi a}\,(1+1/8a)$ and the second $-\sqrt{\pi/8b}\,e^{-2b}$. At leading order the peak condition is $e^{-2b}=\sqrt{b/a}$. It turns the second part into $-\sqrt{\pi/8a}=-\sqrt{2\pi a}/(4a)$. Adding the parts and setting $a=S-b$,
\begin{equation}
G\approx\sqrt{2\pi S}\left(1-\frac{b+1/4}{2S}\right),\qquad
b\approx\frac14\ln\frac Sb .
\label{eq:correction}
\end{equation}
The leading term put into (\ref{eq:full}) gives $P=\pi k\Delta\sqrt{S/2\pi}$, which is (\ref{eq:law}). The relative error of the reduced law is of order $\ln(\mathrm{Pe})/\mathrm{Pe}$. Lateral conduction also moves the peak from the trailing edge into the strip.

In the example $S=8.8$, and (\ref{eq:correction}) gives $b\approx0.65$ and a deficit in $G$ of $0.90/17.6\approx5\%$. Solving the peak condition numerically places the peak 6.8~$\mu$m inside the edge and gives $P=87.5$~W/mm, which is 4.6\% above the reduced law. The absorbed energy density is 4.4~J/cm$^2$.

\subsection*{Small Peclet number}

For $S\ll1$ the exponentials in (\ref{eq:G}) are close to one, the peak is near the centre, and $K_0(\sigma)\approx\ln(2/\sigma)-\gamma_E$, where $\gamma_E=0.577$ is Euler's constant. Adding the two integrals, each from 0 to $S/2$,
\begin{equation}
G\approx S\left[\ln\frac4S+1-\gamma_E\right],\qquad
P\approx\frac{\pi k\Delta}{\ln(4/S)+1-\gamma_E}.
\end{equation}
Power now depends on speed logarithmically. Within distances small compared with $D/v$, heat escapes sideways as readily as downwards, and the dwell time no longer sets the heated region. This limit assumes a line and a solid much larger than $D/v$.

The table follows from (\ref{eq:full}) with width, temperatures and material held fixed. The exponent is $d\ln P/d\ln v$ of the full result.

\begin{center}
\begin{tabular}{cccccc}
$v$ & $\tau$ & Pe & full $P$ & law (\ref{eq:law}) & exponent\\
(m/s) & ($\mu$s) & & (W/mm) & (W/mm) & \\
0.1 & 1000 & 0.88 & 25.9 & 18.7 & 0.32\\
0.5 & 200 & 4.4 & 47.2 & 41.8 & 0.42\\
2.0 & 50 & 17.6 & 87.5 & 83.7 & 0.47\\
8.0 & 12.5 & 70.4 & 169.8 & 167.3 & 0.49
\end{tabular}
\end{center}

At a dwell of 1~ms the reduced law is not a good approximation for this narrow line: the full power is 38\% higher. Scaling the full 1~ms value by $\sqrt{20}$ to reach 2~m/s would give 116~W/mm instead of 87.5, an excess of 32\%. In this linear model the rise would then be about 1190~K, and the surface would pass silicon's melting point, roughly 1410~$^\circ$C.

\section{Beam shape}

Let the flux be $P\,g(x)$ with $\int g\,dx=1$. A pulse released a time $s/v$ ago was centred a distance $s$ further back, so the reduced problem gives
\begin{equation}
\theta_0(x)=\frac{P}{\sqrt{\pi kCv}}\int_0^\infty\frac{g(x+s)}{\sqrt s}\,ds .
\end{equation}
If $g$ keeps its shape and scales with $w$, the integral is $w^{-1/2}$ times a number. Shape changes the prefactor and leaves $\sqrt{vw}$ intact. For a Gaussian whose full width at half maximum is 100~$\mu$m, numerical integration at 2~m/s gives 106.8~W/mm, 28\% above the uniform strip.

With lateral conduction included, the same integration gives 107.0~W/mm, a change of 0.2\% compared with 4.6\% for the strip. The reason can be derived. In time $s/v$ conduction spreads a smooth profile to $g+(Ds/v)g''$ at first order. Integrating the extra term by parts,
\begin{equation}
\frac Dv\int_0^\infty\!\sqrt s\,g''(x+s)\,ds
=-\frac{D}{2v}\int_0^\infty\frac{g'(x+s)}{\sqrt s}\,ds ,
\end{equation}
so $\theta\approx\theta_0-(D/2v)\,\theta_0'$. This is the old profile shifted forward by $D/(2v)$, and its peak is unchanged at first order in $1/\mathrm{Pe}$. A uniform strip escapes this argument because $g$ jumps at the edge, next to the peak.

\section{Material properties and absorption depth}

\subsection*{Temperature-dependent properties}

Let $k$ vary as $1/T$, from 41.7~W/(m\,K) at 400~$^\circ$C to 17.8 at 1300~$^\circ$C, and let $C$ rise by $1.5\times10^{-4}$ of its mid-range value per kelvin. Both keep their earlier constant values at 850~$^\circ$C. A finite-volume solution of (\ref{eq:oned}) then needs 0.97 times the constant-property power at 50~$\mu$s. The fluxes needed at 50 and 200~$\mu$s have the ratio 2.000, as the stretching argument requires. The prefactor moves by 3\%; the exponent of the reduced problem does not move. The $1/T$ law is a model and not silicon. The measured conductivity of silicon is higher, roughly 54, 27 and 22~W/(m\,K) at 400, 850 and 1300~$^\circ$C, and it puts the prefactor 4 to 5\% above the constant-property value instead of below it.

\subsection*{Light absorbed below the surface}

A finite absorption depth $\delta$ is a fixed length, and it breaks the stretching argument. Let the absorbed power per volume be $(q/\delta)e^{-z/\delta}$. A pulse at depth $z$ warms the surface by (\ref{eq:pulse}), with source and observer exchanged. Averaging over depth and completing the square,
\begin{equation}
\frac1\delta\int_0^\infty\!\frac{e^{-z/\delta-z^2/(4Dt)}}{C\sqrt{\pi Dt}}\,dz
=\frac{1}{C\delta}\,e^{Y}\operatorname{erfc}\sqrt Y,\qquad Y=\frac{Dt}{\delta^2}.
\end{equation}
Multiply by $q$ and integrate over time. Because $(e^Y\operatorname{erfc}\sqrt Y)'=e^Y\operatorname{erfc}\sqrt Y-1/\sqrt{\pi Y}$,
\begin{equation}
\Delta=\frac qk\left\{2\sqrt{\frac{D\tau}{\pi}}-\delta\left[1-e^{D\tau/\delta^2}
\operatorname{erfc}\frac{\sqrt{D\tau}}{\delta}\right]\right\}.
\end{equation}
For $\delta=3$~$\mu$m the first term in braces is 26.9~$\mu$m and the second removes 2.8~$\mu$m. The required power rises by the factor $26.9/24.1=1.12$. The correction grows as the dwell shortens, so the local exponent of this one-dimensional model rises to 0.55. In the opposite limit, $\delta\gg\sqrt{D\tau}$, the averaged response is $1/(C\delta)$ and $\Delta=q\tau/(C\delta)$. The heated depth is then fixed by the light, and in this one-dimensional model power is linear in speed, as in the thin film. Unlike the film result, this does not hold at any Pe: once conduction along the scan is kept, $\delta\gg D/v$ is needed as well. For a strip with $\delta=10\sqrt{D\tau}$ the exponent at fixed $\delta$ is 0.955 at $\mathrm{Pe}=17.6$, 0.89 at 0.88 and 0.54 at 0.01.

\section{Weighing the contributions}

At 2~m/s the uniform-strip power changes by $+4.6\%$ from lateral conduction, $-3\%$ from the $1/T$ model of variable properties and $+12\%$ from an assumed, fixed absorption depth of 3~$\mu$m. If these separately computed factors simply multiply, the total is about $+13\%$, or 95~W/mm. Their joint effect has not been solved, and the total is no prediction for silicon. The sign of the second depends on the conductivity law. The third is overstated, because near 0.8~$\mu$m the absorption depth of silicon shrinks from about 5~$\mu$m to below 1~$\mu$m as the surface heats, which leaves a correction of a few per cent. The first and third push the exponent in opposite directions, to 0.47 and 0.55, so a value near one half need not mean that both are negligible. This applies to the sharp-edged strip; for the Gaussian line lateral conduction alone gives 0.496 at this speed.

Some further effects can be estimated. Light near 0.8~$\mu$m stores part of its energy in electron--hole pairs, which diffuse before they recombine and release it as heat. This is another fixed length, left out of the model; a rough steady balance of ambipolar diffusion and Auger recombination at 837~W/mm$^2$ moves the mean depth at which the pairs recombine down by 0.7 to 2.4~$\mu$m at 400~$^\circ$C and by 0.05 to 0.4~$\mu$m at 1300~$^\circ$C. These ranges assume absorption depths of 5 and 0.7~$\mu$m, ambipolar diffusivities of 4 to 8 and 2 to 4~cm$^2$/s, and Auger coefficients from $4\times10^{-31}$ to $3\times10^{-30}$~cm$^6$/s. Black-body emission at the peak temperature is 0.04\% of the absorbed flux at 2~m/s and 0.13\% at 0.1~m/s. The reflection of heat from an insulated back face of a 775~$\mu$m wafer, summed with image sources, raises the peak by 0.04\% even at 0.1~m/s. A 10~mm line is 420 diffusion lengths long at 2~m/s, so its middle is unaffected by its ends; it absorbs about 875~W before the absorption-depth and property corrections.

The parameters are roughly those of laser spike annealing of silicon with a diode line near 0.8~$\mu$m wavelength. A dwell of 50~$\mu$s is short for that process. Common dwells of 0.2 to 1~ms with the same 0.1~mm line span the first two rows of the table, where the full power of a uniform strip is 13 to 38\% above the square-root law. For the Gaussian line of the same width, the excess over its own square-root law is 2 to 18\%. The step from absorbed to incident power needs separate care. Absorptance depends on films, patterns and temperature. For illustration, a fall from 0.7 to 0.6 requires 17\% more incident power for the same absorbed power. The margin is narrow: in the linear model, 12\% excess absorbed power takes the peak from 1300~$^\circ$C to melting, and a conductivity that falls with temperature narrows this to about 10\%. Scaling laser power as $\sqrt v$ is therefore justified for fixed width, shape, absorptance and starting temperature, provided that $w\gg D/v$ and $\delta\ll\sqrt{D\tau}\ll$ wafer thickness, and provided that no film adds a fixed thermal length. A thin layer of thickness $d$, conductivity $k_f$ and heat capacity per volume $C_f$ under the absorbing surface adds about $d\,(k/k_f-C_f/C)$ to $2\sqrt{D\tau/\pi}$. The first term is its thermal resistance and the second the heat it stores; they cancel when layer and substrate are the same material. For 0.15~$\mu$m of oxide with $k_f=2$~W/(m\,K) and $C_f$ close to $C$ this is 1.7~$\mu$m against 26.9~$\mu$m, which lowers the required power by about 6\% and pulls the exponent down to 0.47. This requires the light to be absorbed above the layer. Oxide is transparent near 0.8~$\mu$m. Under a clear oxide cap the resistance term is absent and the absorbed power needed rises by 0.6\%. With 50~nm of silicon on the oxide and $\delta=1$ or 3~$\mu$m, or 200~nm and $\delta=1$~$\mu$m, most light is still absorbed below the oxide and the change is under 1\%, optical interference being ignored.
